\section*{Lamella strain and film strain: the plane-strain and plane-stress limits}

\section{What scaling and symmetry allow}

Let a cubic film grow coherently on a (001) substrate of the same crystal class. If their unstrained lattice parameters are $a_f$ and $a_s$, the natural mismatch is
\begin{equation}
f=\frac{a_f-a_s}{a_s}.
\end{equation}
A cross-sectional lamella of thickness $t$ is cut through this film, whose thickness is $h$. Linear elasticity contains no length of its own, and its strains are proportional to the mismatch that causes them. The lattice expansion along the growth direction, averaged over the layer, must therefore have the form
\begin{equation}
\bar\varepsilon_{zz}=f\,G\!\left(\frac{t}{h}\right),
\label{eq:scaling}
\end{equation}
where $G$ also depends on ratios of elastic constants and on the crystal direction of the foil normal. The substrate is taken to be very tall, so that its height supplies no further ratio.

Symmetry shows why $G$ should depend on $t/h$. In the uncut film the two in-plane directions are equivalent, because [001] is a fourfold axis. Cutting singles out one of them, the foil normal, and puts free surfaces across it. The original strain corresponds to $t/h\to\infty$. Nothing in equation~(\ref{eq:scaling}) permits that value to be used at another thickness ratio.

\section{The belief and its appeal}

The belief is this: if the film is still coherent in the lamella, its measured strain is the strain it had before cutting. There are good reasons to find this plausible. Thinning need not break a bond in the region that is kept. The substrate is far taller than the film and still holds it. A strain map shows the same lattice spacing along the interface in film and substrate, which looks like direct proof that the constraint has survived.

The constraint has survived, but only along one of the two in-plane directions. Let $z$ be the growth direction, $y$ the foil normal and electron-beam direction, and $x$ the in-plane direction visible in the image. The image shows registry along $x$. The relaxation takes place along $y$, where the image gives no lattice spacing, and it changes the spacing along $z$ through the Poisson effect.

\section{Two kinds of strain}

Total strains $\varepsilon_{ij}$ are measured from the unstrained substrate lattice. An unstressed piece of film has total strain $f$ along all three axes, so to first order the elastic strain in the film is $\varepsilon_{ij}-f\delta_{ij}$. Coherence along $x$ means $\varepsilon_{xx}=0$, and hence an elastic strain $-f$. The phrase ``plane strain'' here means $\varepsilon_{yy}=0$; it does not mean that the elastic strain along $y$ vanishes.

The foil normal is taken along [100] or [110]. In both cases the axes $x,y,z$ are symmetry axes, and the normal strains cause no shear stress. Let $C_{11},C_{12},C_{44}$ be the film's cubic constants and $C_{yyyy}$ its stiffness along the foil normal. Since $z$ is a cube axis, $C_{yyzz}=C_{12}$ and $C_{zzzz}=C_{11}$. An equal strain $f$ along all axes produces in a cubic crystal the isotropic stress $(C_{11}+2C_{12})f$. Subtracting this from the stress due to the total strain, with $\varepsilon_{xx}=0$, gives
\begin{align}
\sigma_{yy}&=C_{yyyy}\varepsilon_{yy}+C_{12}\varepsilon_{zz}
-(C_{11}+2C_{12})f,\label{eq:syy}\\
\sigma_{zz}&=C_{12}\varepsilon_{yy}+C_{11}\varepsilon_{zz}
-(C_{11}+2C_{12})f.\label{eq:szz}
\end{align}
Positive stress is tensile.

\section{The original film: plane strain}

The top of the film is free, so $\sigma_{zz}=0$. With $\rho=C_{12}/C_{11}$, equation~(\ref{eq:szz}) becomes
\begin{equation}
\varepsilon_{zz}=(1+2\rho)f-\rho\,\varepsilon_{yy}.
\label{eq:relation}
\end{equation}
The uncut film has $\varepsilon_{yy}=0$, and therefore
\begin{equation}
\varepsilon_{zz}^{\rm b}=(1+2\rho)f.
\label{eq:bulk}
\end{equation}
The first term is the natural size of the film lattice; the second is the Poisson expansion caused by compression along two directions.

To find the stress, insert equation~(\ref{eq:relation}) into equation~(\ref{eq:syy}):
\begin{align}
\sigma_{yy}
&=\left(C_{yyyy}-\rho C_{12}\right)\varepsilon_{yy}
+C_{12}(1+2\rho)f-(C_{11}+2C_{12})f\nonumber\\
&=A\,\varepsilon_{yy}-Mf,
\label{eq:release}
\end{align}
where
\begin{equation}
A=C_{yyyy}-\frac{C_{12}^2}{C_{11}},\qquad
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.
\end{equation}
In the original film $\sigma_{yy}=-Mf$, and by fourfold symmetry $\sigma_{xx}$ has the same value. For $f>0$ the film is compressed.

\section{The thin lamella: plane stress}

Now let $t\ll h$ and consider a point in the layer many foil thicknesses from the interface. The foil faces carry no traction, so $\sigma_{yy}=0$ there, and in a foil this thin it vanishes through the thickness as well. Also $\sigma_{zz}=0$, while the tall substrate still imposes $\varepsilon_{xx}=0$. Only the stress along $x$ remains. The foil is assumed to stay flat; a compressed layer in so thin a foil can buckle out of plane, as discussed in the last section. Equation~(\ref{eq:release}) gives the bulge along the beam,
\begin{equation}
\varepsilon_{yy}^{\rm p}=\frac{Mf}{A},
\label{eq:bulge}
\end{equation}
and equation~(\ref{eq:relation}) gives
\begin{equation}
\varepsilon_{zz}^{\rm p}=\varepsilon_{zz}^{\rm b}
-\rho\frac{M}{A}f.
\label{eq:plane}
\end{equation}
For $C_{12}>0$ and $f>0$ the growth-direction expansion falls. A film under tension has all these signs reversed, but the ratio of the two limits is unchanged.

For a [100] foil normal, $C_{yyyy}=C_{11}$. Both moduli then factorize:
\begin{equation}
A=\frac{(C_{11}-C_{12})(C_{11}+C_{12})}{C_{11}},\quad
M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}.
\end{equation}
Their ratio in equation~(\ref{eq:plane}) yields
\begin{align}
\varepsilon_{zz}^{\rm p}
&=f\,\frac{C_{11}+2C_{12}}{C_{11}}
\left(1-\frac{C_{12}}{C_{11}+C_{12}}\right)\nonumber\\
&=f\left(1+\frac{C_{12}}{C_{11}+C_{12}}\right).
\end{align}
The bulge $\varepsilon_{yy}^{\rm p}$ has the same value, as it must: $y$ and $z$ are then equivalent cube axes, both free of stress.

For a [110] normal, the stiffness along a unit vector $\mathbf n$ is
\begin{equation}
C_{nnnn}=C_{12}+2C_{44}+(C_{11}-C_{12}-2C_{44})\sum_i n_i^4 .
\end{equation}
Here $\sum_i n_i^4=1/2$, so $C_{yyyy}=(C_{11}+C_{12}+2C_{44})/2$. If $2C_{44}>C_{11}-C_{12}$, this exceeds $C_{11}$. The foil then bulges less than a [100] foil and keeps more of the original expansion.

\section{Between the limits}

The strain in a real lamella varies with $y$ and $z$, but its thickness average still obeys a simple law. Let angle brackets denote a uniform average over $y$ at fixed $z$. Integrate the equilibrium equation $\partial_y\sigma_{yz}+\partial_z\sigma_{zz}=0$ through the foil. The first term gives the difference of $\sigma_{yz}$ between the two faces, which is zero. Thus $\langle\sigma_{zz}\rangle$ does not change with height, and since it vanishes at the free top it vanishes at every height. Averaging equation~(\ref{eq:szz}) gives, within the layer,
\begin{equation}
\langle\varepsilon_{zz}\rangle
=\varepsilon_{zz}^{\rm b}-\rho\langle\varepsilon_{yy}\rangle,
\quad
\langle\varepsilon_{yy}\rangle
=\frac{u_y(t/2)-u_y(-t/2)}{t}.
\label{eq:average}
\end{equation}
The lost expansion is thus $\rho$ times the relative thickening of the foil. In the substrate $f=0$, and the same argument gives $\langle\varepsilon_{zz}\rangle=-\rho_s\langle\varepsilon_{yy}\rangle$, with $\rho_s$ formed from the substrate constants. The substrate next to the interface is disturbed too.

Define $r$ as $\langle\varepsilon_{yy}\rangle$ averaged over the layer height, divided by $\varepsilon_{yy}^{\rm p}$. Then
\begin{equation}
\bar\varepsilon_{zz}=(1-r)\varepsilon_{zz}^{\rm b}
+r\,\varepsilon_{zz}^{\rm p}.
\label{eq:mix}
\end{equation}
An energy argument shows that $r$ lies between zero and one. Start from the original state and add a strain $\eta_{ij}$ with $\eta_{xx}=0$. Per unit length along $x$, the energy changes by
\begin{equation}
\Delta U=-Mf\int_{\rm layer}\!\eta_{yy}\,dy\,dz+Q,
\end{equation}
where $Q\ge0$ is the quadratic elastic energy of $\eta$ in film and substrate. Multiply $\eta$ by a factor $s$. The energy $-sL+s^2Q$, with $L=Mf\int_{\rm layer}\eta_{yy}\,dy\,dz$, must be stationary at $s=1$ for the equilibrium field. Hence $L=2Q$ and
\begin{equation}
\Delta U=-\frac{L}{2}=-\frac{1}{2}Mf\,r\,\varepsilon_{yy}^{\rm p}\,ht .
\end{equation}
Because $L=2Q\ge0$, $r$ cannot be negative. For the upper bound, write the energy density in the layer as a sum of squares:
\begin{align}
&\frac{C_{11}}{2}(\eta_{zz}+\rho\eta_{yy})^2+2C_{44}\eta_{yz}^2
+\frac{A}{2}\eta_{yy}^2-Mf\eta_{yy}\nonumber\\
&\hspace{4em}\ge-\frac{(Mf)^2}{2A}.
\end{align}
The substrate contributes no negative energy, so $\Delta U\ge-(Mf)^2ht/(2A)$. Comparison with the previous expression gives $r\le1$. The bound applies to the layer average; it does not confine the strain at each point.

\section{A silicon--germanium layer}

Take a coherent Si$_{0.8}$Ge$_{0.2}$ layer on Si(001), with $h=50$~nm, $t=100$~nm and a [110] foil normal. Rough constants for the layer are $C_{11}=158$, $C_{12}=61$ and $C_{44}=77$~GPa; for silicon they are 166, 64 and 80~GPa. A rough mismatch of 0.042 per unit germanium fraction gives $f=0.20\times0.042=0.840\%$. This is the straight line between pure silicon and pure germanium. Measured alloy lattice parameters lie below that line, and a real layer of this composition has $f\approx0.76\%$. All strains below would then be about 10\% smaller, while their ratios are unchanged.

With $\rho=61/158=0.3861$, the original expansion is
\begin{equation}
\varepsilon_{zz}^{\rm b}=(1+2\times0.3861)\times0.840\%=1.489\%.
\end{equation}
The two moduli are
\begin{align}
M&=158+61-2\times61^2/158=171.90~{\rm GPa},\\
A&=(158+61+154)/2-61^2/158=162.95~{\rm GPa}.
\end{align}
The plane-stress bulge is $0.840\%\times171.90/162.95=0.886\%$, and
\begin{equation}
\varepsilon_{zz}^{\rm p}=1.489\%-0.3861\times0.886\%\simeq1.15\%.
\end{equation}
This is 0.77 of the original value. A [100] foil of the same layer would reach 1.07\%, or 0.72 of the original value, in agreement with its lower stiffness along the normal.

The stress along $x$ changes much less in the [110] foil, from $-1.444$ to $-1.365$~GPa, although the stress along $y$ disappears. The original elastic energy density is $Mf^2$, since two stresses $-Mf$ each act through a strain $-f$, with the usual factor one half. The released density is $(Mf)^2/(2A)$. Its fraction of the original is $M/(2A)=0.53$. More than half of the stored energy can leave a layer that still looks fully coherent in the image.

To place the 100~nm lamella between the limits, the elastic energy was minimized numerically in the $yz$ section by finite elements. The total strain along $x$ was held at zero, the foil faces and film top were free, and the substrate extended to a depth $4t$, where its vertical displacement was fixed. The result is $r=0.906$, with a layer-averaged bulge of 0.803\%. Equation~(\ref{eq:average}) then gives
\begin{equation}
\bar\varepsilon_{zz}=1.489\%-0.3861\times0.803\%=1.179\%.
\end{equation}
Refining the mesh changed this strain by 0.04\% of its value. The last digits remain uncertain by about one unit: the converged values are near $r=0.907$ and 1.178\%.

Suppose the original-film formula is applied to this strain. The inferred germanium fraction is
\begin{equation}
\frac{0.01179}{0.042\,(1+2\times0.3861)}=0.158,
\end{equation}
instead of 0.20. The composition has not changed; the wrong boundary condition has removed about one fifth of the inferred germanium.

\section{How thick is thick enough?}

The same calculation at other foil thicknesses, on the coarser mesh and with $h$, the materials and the [110] normal held fixed, gives the values below. Full mesh convergence raises $r$ by up to 0.003 and lowers $\bar\varepsilon_{zz}$ by up to 0.001 percentage points.
\begin{center}
\begin{tabular}{ccc}
$t/h$ & $r$ & $\bar\varepsilon_{zz}$ (\%)\\
0.1 & 0.995 & 1.148\\
1 & 0.948 & 1.164\\
5 & 0.787 & 1.219\\
20 & 0.433 & 1.341\\
100 & 0.149 & 1.438\\
1000 & 0.024 & 1.480
\end{tabular}
\end{center}

A foil as thick as the layer is already close to plane stress. Scaling explains the first rows. When $t\ll h$, the substrate hinders the bulge only in a zone near the interface whose height is proportional to $t$. The missing fraction $1-r$ is therefore proportional to $t/h$. The values 0.005 at $t/h=0.1$ and 0.05 at $t/h=1$ (0.052 on the mesh of the table, 0.050 when converged) agree with this: the hindered zone costs as much bulge as a fully clamped slice of height about $0.05t$. That is why the word ``thin'' is misleading here. The layer need not be much taller than the foil is thick for most of the relaxation to occur.

The other limit is approached slowly. If $r$ fell as $h/t$, the product $r\,t/h$ would be constant; between the last two rows it rises from about 15 to 24. A logarithmic factor, from the long-ranged displacement around the loaded edge of a thin layer, is a plausible cause, but it is a conjecture here. For this layer, even a foil 20 times as thick as the film, 1000~nm, has lost more than 40\% of the difference between the two limits. Thickening the foil until the original-film formula holds is thus a poor remedy in this example, quite apart from electron transmission.

\section{Recovering the mismatch}

Equation~(\ref{eq:average}) can be solved for the mismatch:
\begin{equation}
f=\frac{\bar\varepsilon_{zz}+\rho\,\bar\varepsilon_{yy}}{1+2\rho},
\end{equation}
where $\bar\varepsilon_{yy}$ is the layer-averaged bulge. The numbers above return $f=0.840\%$. The bulge is small in absolute terms, $0.00803\times100~{\rm nm}=0.80$~nm shared by two faces, so it may be easier to calculate than to measure.

If the foil thickness is unknown, $0\le r\le1$ still brackets the answer. The measured 1.179\% gives $f=1.179\%/1.7722=0.665\%$ in plane strain. In plane stress the divisor is $1.7722-0.3861\times171.90/162.95=1.365$, and $f=0.864\%$. The corresponding germanium fractions are 0.158 and 0.206. The true value, 0.20, lies between them and near the plane-stress end. The bracket is rigorous for the mismatch only within the model: $\varepsilon_{xx}=0$, a uniform average through the foil and an undisturbed reference. Its plane-stress end leaves little margin in thin foils. At $t/h=0.5$ the bending shift of $-0.011$ percentage points estimated below lowers the upper end to 0.838\%, and at $t/h=1$ a reading along the centre plane alone, 1.125\%, lowers it to 0.824\%; both miss the true 0.840\%. Converting the bracket to a composition needs the real lattice-parameter law. Applied with the linear slope 0.042 to a real layer with fraction 0.20, whose mismatch is about 0.76\%, it would reach only about 0.185.

The strain reference needs the same care. In the example the substrate has an average $\varepsilon_{zz}$ of $-0.078\%$ in the first 20~nm below the interface. Using that region as the zero would raise the apparent layer strain to about 1.26\% and hide a quarter of the 0.310 percentage points lost by relaxation. Between 200 and 300~nm below the interface the disturbance is about $10^{-5}\%$, negligible here.

\section{The model beside a real specimen}

The composition, layer thickness and foil thickness are in the range used for silicon--germanium films and their electron microscopy. A 50~nm layer of this composition is assumed to be metastable and free of misfit dislocations. Real specimens depart from the model in several ways, most of them estimated separately below; changes of strain are in percentage points.

A protective coating can hold back the bulge. An unstrained coating 100~nm thick, perfectly bonded and as stiff as silicon, raises $\bar\varepsilon_{zz}$ from 1.179\% to 1.226\%. The same number describes a silicon cap of that thickness. A softer coating should restrain less, while one with its own stress needs a separate calculation. Damaged faces, treated as 5~nm on each side without stiffness, lower the strain only to 1.176\%.

A free-standing lamella can also bend in its own plane. For a substrate 5~$\mu$m tall and free to bend, the strain along $x$ at mid-layer changes by 0.031, and $\varepsilon_{zz}$ by about $-0.011$. Misfit dislocations 1~$\mu$m apart, each with an in-plane edge component of 0.192~nm, would relieve 0.019 along $x$. Both effects break the condition $\varepsilon_{xx}=0$, and unlike the bulge they can in principle be seen in the image.

A compressed layer at the free edge of a thin foil can also buckle out of the foil plane, which the calculation in the $yz$ section excludes. A thin-plate estimate, with the thinned window clamped at its base and wavelengths up to 10~$\mu$m, puts the critical stress for the 100~nm foil at about 1.9 times the 1.365~GPa present if the window is 5~$\mu$m tall, and at 3.8 times if it is 2~$\mu$m tall. The critical stress scales as $t^2$. A 50~nm foil would buckle in the 5~$\mu$m window, and a 5~nm foil already in a window 0.5~$\mu$m tall. For this compressed layer the thin rows of the table therefore describe a foil that is held flat.

Temperature matters if the mismatch is taken at the growth temperature. With a rough expansion difference of $3.3\times10^{-6}$~K$^{-1}$ between germanium and silicon, a change of 500~K alters $f$ by $0.20\times3.3\times10^{-6}\times500=0.033\%$. At fixed $r$ this moves $\bar\varepsilon_{zz}$ by $0.033\times1.179/0.840=0.046$, as much as the coating. Using the mismatch at the measurement temperature removes this error. Replacing the small-strain measure by the Green strain, with the same elastic constants, changes the original expansion by $-0.005$; the logarithmic strain gives $+0.005$. The shift is of order 0.01, and its sign is not fixed without third-order elastic constants.

The electron beam need not weight all depths equally. The layer-height average of $\varepsilon_{zz}$ is 1.178\% along the centre plane of the foil but about 1.32\% along its faces, where the interface corner makes the third decimal mesh-dependent by about 0.004. A method that weights depths unequally can therefore report a strain different from the uniform average. These two values do not fix the profile between them, so the sign and size of the shift require the full strain profile and a diffraction calculation. Finally, a device layer that is short along $x$ may have relaxed at its ends before it was cut. Then $\varepsilon_{xx}=0$ fails in the original structure itself, and neither limit derived here describes it.

Apart from such a layer and the unevaluated depth weighting, the separate shifts estimated in this section are at most about 0.05, against a loss of 0.310 caused by the cut. This assumes a coating no stiffer than silicon; one 2.5 times as stiff shifts the strain by about 0.065. A reference taken next to the interface shifts it by 0.078, and the departure of the real alloy lattice parameter from the linear law lowers it by about 0.12 and the loss to about 0.28. For this specimen the change of boundary condition is the largest of the corrections evaluated. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Ge fraction (rough example): 0.20
Mismatch per unit Ge fraction (rough): 0.042
Natural mismatch f: 0.840 %
Layer C11, C12, C44 (rough): 158, 61, 77 GPa
Substrate C11, C12, C44 (rough): 166, 64, 80 GPa
Layer thickness h, foil thickness t: 50, 100 nm
Layer C12/C11: 0.3861
Biaxial modulus M: 171.90 GPa
Release modulus A, [110] foil: 162.95 GPa
Original-film e_zz: 1.489 %
[100] plane-stress e_yy, e_zz: 1.074, 1.074 %
[100] plane-stress/original e_zz: 0.7215
[100] plane-stress sigma_xx: -1.042 GPa
[110] plane-stress e_yy, e_zz: 0.886, 1.146 %
[110] plane-stress/original e_zz: 0.7702
[110] plane-stress sigma_xx: -1.365 GPa
Original sigma_xx = sigma_yy: -1.444 GPa
Foil series, [110]: t/h; r; layer-averaged e_zz (%)
  0.1; 0.9948; 1.148
  0.5; 0.9739; 1.155
  1; 0.9479; 1.164
  2; 0.9049; 1.179
  5; 0.7873; 1.219
  20; 0.4329; 1.341
  100; 0.1486; 1.438
  1000; 0.0240; 1.480
Example r (finer mesh): 0.9063
Example layer-averaged e_yy: 0.803 %
Example layer-averaged e_zz: 1.179 %
Example e_zz / original e_zz: 0.7917
Relative change on mesh refinement: 0.040 %
Ge fraction inferred with original-film formula: 0.1583
Mismatch recovered with bulge correction: 0.840 %
Substrate e_zz, 0-20 nm below interface: -0.0783 %
Substrate e_zz, 200-300 nm below interface: -0.00001 %
Layer e_zz at foil centre, face: 1.178, 1.318 %
Damaged thickness per face, no stiffness: 5 nm
Layer e_zz with damaged faces: 1.176 %
Unstrained coating thickness, Si stiffness: 100 nm
Layer e_zz with coating: 1.226 %
Free-bending substrate height: 5000 nm
Free-bending e_xx, e_zz changes: 0.0314, -0.0115 %
Finite-strain change of original e_zz: -0.0048 %
Ge-Si expansion difference (rough): 3.3e-06 1/K
Temperature change for thermal estimate: 500 K
Thermal change of mismatch: 0.0330 %
Si lattice parameter (rough): 0.543 nm
Assumed misfit-dislocation spacing: 1000 nm
In-plane strain relieved by dislocations: 0.0192 %
\end{verbatim}
